# When does a soft transverse mode split a ferroelectric switching saddle?

**Question**

I am modelling uniform polarization reversal in a ferroelectric hafnia capacitor. With reduced polarization \(p=P/P_0\) and a transverse displacement \(Q\), my energy per unit cell is

\[
U(p,Q)=U_0(p^4-2p^2)+\tfrac12\,(k_0+g\,p^2)\,Q^2+\tfrac{c}{4}\,Q^4 ,
\]

with \(U_0,g,c>0\). The transverse stiffness \(k_0+gp^2\) is smallest at \(p=0\), so the mode softens halfway through the reversal. I was told that this softening splits the saddle at the origin into two, and that "quartic stabilization" of \(Q\) then lowers the barrier.

I cannot make this work. If the stiffness is small but positive, I see no reason for the path to leave \(Q=0\). And the quartic term is positive, so how can it lower anything? When does the saddle split, and by how much does the barrier drop? My trial values are \(U_0=400\) meV, \(g=3\) meV/pm², \(c=0.002\) meV/pm⁴ and \(k_0=-0.8\) meV/pm², all per cell. I would also like to know whether the result says anything about the switching field.

**Answer**

Both of your objections are right. I treat the static energy at zero field first, with every cell switching in step, and take the barrier to be the lowest maximum energy that a path between the two polar wells can have, measured from the wells.

**The origin**

The two slopes are

\[
\frac{\partial U}{\partial p}=p\,\big[4U_0(p^2-1)+gQ^2\big],\qquad
\frac{\partial U}{\partial Q}=Q\,\big[k_0+gp^2+cQ^2\big],
\]

and the second derivatives are

\[
U_{pp}=4U_0(3p^2-1)+gQ^2,\quad
U_{QQ}=k_0+gp^2+3cQ^2,\quad
U_{pQ}=2gpQ .
\]

At the origin \(U_{pp}=-4U_0\), \(U_{QQ}=k_0\) and \(U_{pQ}=0\).

If \(k_0>0\), the origin is a saddle: downhill along \(p\), uphill along \(Q\). The bracket in \(\partial U/\partial Q\) is then positive, so every stationary point has \(Q=0\), and there is no other saddle. Every path from \(p=-1\) to \(p=1\) crosses \(p=0\), where \(U=\tfrac12k_0Q^2+\tfrac c4Q^4\ge0\). The straight path has its maximum there, at \(U=0\). The wells lie at \(-U_0\), so the barrier is \(U_0\), however soft the mode has become.

At \(k_0=0\) the energy on the line \(p=0\) is \(\tfrac c4Q^4\), whose minimum is still at \(Q=0\). The saddle is flat along \(Q\) to second order but has not split. Splitting needs \(k_0<0\): the mode must become unstable at zero polarization, not merely soft.

**The two new saddles**

Write \(r=-k_0>0\). On the line \(p=0\), completing the square gives

\[
U(0,Q)=-\frac r2Q^2+\frac c4Q^4=\frac c4\Big(Q^2-\frac rc\Big)^2-\frac{r^2}{4c}.
\]

The minima on this line are at

\[
Q=\pm Q_0,\qquad Q_0^2=\frac rc,\qquad U(0,\pm Q_0)=-\frac{r^2}{4c}.
\]

The energy gain comes from the negative quadratic term, which contributes \(-r^2/(2c)\). The quartic term costs \(+r^2/(4c)\) and so returns half of it. It stabilizes the displacement at a finite value; it does not supply the gain. At fixed \(r\), a larger \(c\) gives a smaller reduction.

These minima along \(Q\) must still be maxima along \(p\) if they are to be saddles. There

\[
U_{QQ}=-r+3r=2r,\qquad U_{pp}=-4U_0+\frac{gr}{c},\qquad U_{pQ}=0 ,
\]

so they are saddles if \(r<4U_0c/g\). The polar wells \((\pm1,0)\) have transverse stiffness \(g-r\), so they keep \(Q=0\) if \(r<g\). The regime of the simple split is therefore

\[
0<r<\min\!\Big(g,\frac{4U_0c}{g}\Big).
\]

**Are there other stationary points?**

If \(p\) and \(Q\) are both nonzero, both brackets in the slopes must vanish. With \(x=p^2\), \(y=Q^2\) and \(A=4U_0\),

\[
Ax+gy=A,\qquad gx+cy=r .
\]

Multiply the first equation by \(c\) and subtract \(g\) times the second; then multiply the second by \(A\) and subtract \(g\) times the first:

\[
(Ac-g^2)\,x=Ac-gr,\qquad (Ac-g^2)\,y=A(r-g).
\]

In the regime above, the first right-hand side is positive and the second negative. Then \(x\) and \(y\) have opposite signs, which is impossible for two squares. If \(Ac=g^2\), the left-hand sides vanish and the right-hand sides do not. So there are two minima, two saddles and one maximum, the last at the origin.

**The barrier**

A saddle energy is not automatically the barrier, so a bound from each side is needed.

*From below.* Every switching path crosses \(p=0\), where the completed square shows \(U\ge-r^2/(4c)\).

*From above.* Let the path follow the best \(Q\) for each \(p\). For \(x=p^2<r/g\) this is \(Q^2=(r-gx)/c\); beyond that it is \(Q=0\). The two pieces join continuously. On the curved piece the energy is

\[
V(x)=U_0(x^2-2x)-\frac{(r-gx)^2}{4c},\qquad
\frac{dV}{dx}=2U_0(x-1)+\frac{g(r-gx)}{2c}.
\]

This slope is linear in \(x\). At \(x=0\) it equals \(-2U_0+gr/(2c)\), which is negative because \(r<4U_0c/g\). At \(x=r/g\) it equals \(2U_0(r/g-1)\), negative because \(r<g\). A linear function negative at both ends is negative in between. On the straight piece the slope is \(2U_0(x-1)<0\) up to the well. The energy therefore falls all the way from \((0,Q_0)\) to either well, and the maximum on this path equals the lower bound. Subtracting the well energy \(-U_0\),

\[
\boxed{\;\Delta U=U_0-\frac{r^2}{4c},\qquad r=-k_0>0\;}
\]

This path need not be the path of steepest descent; for the barrier height it is enough that such a path exists.

Just past the split, \(Q_0\) grows as \(\sqrt r\) and the reduction as \(r^2\). The barrier thus leaves the value \(U_0\) with zero slope as \(k_0\) passes through zero. For \(c\to\infty\) at fixed \(r\) the reduction vanishes. It cannot grow without limit for small \(c\), because the regime requires \(c>gr/(4U_0)\), which gives

\[
\frac{r^2}{4c}<U_0\,\frac rg<U_0 .
\]

**Your numbers**

The two upper limits on \(r\) are \(g=3\) and \(4U_0c/g=1.067\) meV/pm². Your \(r=0.8\) meV/pm² lies below both. Then

\[
Q_0=\sqrt{\frac{0.8}{0.002}}\ \text{pm}=20\ \text{pm},\qquad
\frac{r^2}{4c}=\frac{0.64}{0.008}\ \text{meV}=80\ \text{meV},
\]

\[
\Delta U=400-80=320\ \text{meV per cell}=5.13\times10^{-20}\ \text{J per cell}.
\]

The curvature along \(p\) is \(-1600+3\times400=-400\) meV at the new saddles, against \(-1600\) meV at the origin, so the top of the barrier is flatter as well as lower.

As a separate test, I found the lowest energy level at which the two wells become connected on a grid in \((p,Q)\). It lies 320.0 meV above the wells. With \(U_0\), \(g\) and \(c\) fixed, the same search gives 400.0 meV for \(k_0=+0.8\), 380.0 meV for \(-0.4\) and 275.0 meV for \(-1.0\) meV/pm². Doubling \(r\) from 0.4 to 0.8 raises the reduction from 20 to 80 meV, as \(r^2\) requires. Doubling \(c\) at \(k_0=-0.8\) meV/pm² gives 360.0 meV, which halves the reduction.

**Beyond the simple split**

If \(4U_0c/g<r<g\), the points \((0,\pm Q_0)\) are minima along both directions: a nonpolar intermediate state. The equations for \(x\) and \(y\) now have positive solutions. At these mixed points, \(Ax+gy=A\) and \(gx+cy=r\) reduce the second derivatives to \(U_{pp}=2Ax\) and \(U_{QQ}=2cy\), so

\[
U_{pp}U_{QQ}-U_{pQ}^2=4xy\,(Ac-g^2).
\]

Here \(Ac<g^2\), so the four mixed points are saddles. For their energy, note that \(p\,\partial_pU+Q\,\partial_QU=0\) at a stationary point. This sum is twice the quadratic part of \(U\) plus four times the quartic part. The quartic part is then minus half the quadratic part, and

\[
U=\tfrac12\big(-\tfrac A2x-\tfrac r2y\big)=-\tfrac14(Ax+ry).
\]

Measured from the wells at \(-A/4\), and using \(A(1-x)=gy\), the barrier is

\[
\Delta U=\frac{A(1-x)-ry}{4}=\frac{(g-r)\,y}{4}=\frac{U_0(g-r)^2}{g^2-4U_0c}.
\]

The same two bounds apply. Each path must cross the value of \(p\) at the mixed saddle, and \(V(x)\) now rises from \(x=0\) to that saddle and then falls. With your \(U_0\), \(g\) and \(c\) but \(r=1.5\) meV/pm², this gives \(400\times2.25/5.8=155\) meV. This height is measured from the polar wells. If \(r^2/(4c)>U_0\), the nonpolar state lies below them, and the larger step is the climb out of it, \(\Delta U+r^2/(4c)-U_0\).

If instead \(g<r<4U_0c/g\), then \(Ac>g^2\) and the mixed points are minima: the polar wells themselves acquire a transverse displacement. The saddles that separate opposite polarizations are still \((0,\pm Q_0)\). Since \(r^2/c=r(gx+cy)/c\),

\[
\Delta U=-\frac{r^2}{4c}+\frac{Ax+ry}{4}=\frac{x\,(Ac-gr)}{4c}
=\frac{(4U_0c-gr)^2}{4c\,(4U_0c-g^2)} .
\]

For \(r=1.3\) and \(g=1\) meV/pm², with your \(U_0\) and \(c\), this is 205 meV.

If \(r\) exceeds both limits, \(x\) and \(y\) again have opposite signs, and the only minima are the nonpolar points \((0,\pm Q_0)\). The model then has no polar state to switch.

**Does the switching field fall too?**

Not necessarily. Add \(Wp\) to the energy, where \(W=EP_0v\), \(v\) is the cell volume and the field \(E\) opposes the state near \(p=1\). While \(Q=0\), equilibrium requires \(W=4U_0(p-p^3)\), and \(p\) decreases from 1 as \(W\) grows. Stability along \(p\) is lost when \(3p^2=1\), at

\[
W_c=4U_0\,\frac1{\sqrt3}\Big(1-\frac13\Big)=\frac{8U_0}{3\sqrt3}.
\]

Stability along \(Q\) is lost when \(p^2=r/g\). If \(r<g/3\), that point is not reached before \(p=1/\sqrt3\), and in the simple-split regime the static, uniform coercive field does not depend on \(r\). The transverse mode lowers the top of the zero-field barrier, but the polar state loses stability elsewhere on the energy surface.

Your case has \(r=0.8<1\) meV/pm². With \(P_0=50\) µC/cm² and \(v=0.13\) nm³, a field of 1 MV/cm does work \(EP_0v=40.6\) meV, so \(E_c=616/40.6=15.2\) MV/cm. I relaxed both coordinates from \(p=1\), \(Q=0.2\) pm. The state survived at 98% of this field and switched at 102%.

If \(g/3<r<g\), the transverse instability comes first. (For \(r>g\) this onset does not exist: the wells are already tilted at zero field if \(r<4U_0c/g\), and there is no polar well at all if \(r\) exceeds that limit too.) For \(r=1.8\) meV/pm² and \(c=0.006\) meV/pm⁴, with the same \(U_0\) and \(g\), it occurs at \(p=\sqrt{0.6}=0.775\) and 12.2 MV/cm. In this case the state survived at 95% of that field and switched at 105%.

The onset of the transverse instability is not always the switching field. Just past it, with \(Q\) relaxed, the curvature along \(p\) is \(4U_0(3r/g-1)-2gr/c\). If this is negative, as here, the polar state is lost at the onset. If it is positive, which for \(r=1.8\) meV/pm² requires \(c\) above about 0.0084 meV/pm⁴, the state first tilts continuously to finite \(Q\) and switches only at a higher field.

Losing the polar state also need not mean reversal if \(r>4U_0c/g\), because the system can then stop in the nonpolar state. For \(r=2.7\) meV/pm² with your \(U_0\), \(g\) and \(c\), the polar state is lost at \(W=152\) meV (3.7 MV/cm). The nonpolar state then survives until \(W\) exceeds the largest slope of the relaxed energy, about 870 meV (21 MV/cm).

**What the static model leaves out**

*Thermal motion of \(Q\).* For one isolated cell, integrate the Boltzmann factor of the transverse energy over \(Q\) at \(p=0\) and at \(p=1\). In the harmonic approximation the free-energy reduction is

\[
\frac{r^2}{4c}+k_BT\ln\!\Big(2\sqrt{\frac{g-r}{2r}}\Big).
\]

The factor 2 counts the two saddles, and the root compares the transverse stiffness in the well with that at a saddle. At 300 K, where \(k_BT=25.9\) meV, this gives \(80+22=102\) meV. The full classical integral gives 104.5 meV and the quantum sum over levels 105.5 meV. At 358 K they give 109.7 and 110.6 meV. For one cell, then, temperature adds about 30% to the static reduction at 300 K. If \(N\) cells move rigidly together, the static part grows as \(N\), while this logarithm does not. In a crystal \(Q\) also fluctuates from cell to cell; those modes contribute in proportion to \(N\), but their size depends on the coupling between cells, which this model does not contain.

The same reasoning gives softening a role even without a split. For \(k_0>0\), the classical harmonic free-energy barrier falls by \(\tfrac12k_BT\ln[(k_0+g)/k_0]\), although the static barrier stays at \(U_0\). This expression requires \(k_0\gg\sqrt{c\,k_BT}\), which is about 0.23 meV/pm² for your \(c\) at 300 K. Closer to \(k_0=0\) the quartic term controls the width.

*Quantum motion.* With a rough mode mass of 64 u, about four oxygen atoms, the zero-point energy of \(Q\) changes the reduction from 80 to 83 meV. Tunnelling between \(+Q_0\) and \(-Q_0\) at \(p=0\) splits the lowest level by about \(5.5\times10^{-4}\) meV, which is negligible beside \(k_BT\). For motion along \(p\), take the same mass and a rough displacement of 50 pm between \(p=0\) and \(p=1\). The harmonic zero-point energy along \(p\) in the polar well is then about 14.5 meV, which lowers the barrier by that amount whether or not the saddle splits. The unstable frequency \(\omega_u\) at the saddle then gives a crossover temperature \(\hbar\omega_u/(2\pi k_B)\) of roughly 20 K, far below room temperature.

*A sixth-order term.* If a positive \(Q^6\) term equals one tenth of the quartic term at \(Q=20\) pm, the reduction falls from 80 to 73 meV.

*Depolarization.* Take a 10 nm film with a 0.5 nm interface layer between short-circuited electrodes, and relative permittivities of 5 for the film background and 25 for the layer. Zero total voltage and continuous electric displacement give a depolarizing field

\[
E_d=\frac{P_0}{\varepsilon_0\,(5+25\times10/0.5)}=1.12\ \text{MV/cm}.
\]

A background of 5 is low for hafnia: the polar mode of this model adds only about 7, against a measured total of roughly 25 to 30. The choice matters little here, because a background of 20 gives 1.09 MV/cm and moves the barrier found below by less than 1 meV. The layer itself would carry 20 times the film field, about 22 MV/cm. A real layer would probably leak or trap charge and so screen part of the polarization, so this estimate describes an ideal insulating layer. The depolarization energy is \(Dp^2\) with \(D=\tfrac12E_dP_0v=22.7\) meV. This vanishes at \(p=0\), so the condition \(k_0<0\) for splitting and the saddle energy are unchanged. Both upper limits on \(r\) are multiplied by \(1-D/(2U_0)\), a decrease of about 3%, and your \(r\) still lies below them. The wells rise to \(-(2U_0-D)^2/(4U_0)\), and the barrier becomes

\[
U_0\Big(1-\frac D{2U_0}\Big)^2-\frac{r^2}{4c}=298\ \text{meV}.
\]

**How this compares with a real hafnia film**

The \(P_0\), cell volume and film thickness that I assumed are in the rough range for ferroelectric hafnia, although the remanent polarization measured in polycrystalline films is often lower, roughly 20 µC/cm². The values of \(k_0\), \(g\) and \(c\) are model choices; whether \(k_0\) is negative in a given film, at its strain and composition, has to be calculated for that film. One assumption that real devices clearly break is uniform switching. The model's 15 MV/cm lies above a rough breakdown field of 5 MV/cm, whereas real films switch at roughly 1 MV/cm. A grain of \((10\ \text{nm})^3\) holds about 7700 cells, so its uniform barrier would be \(7700\times0.32\ \text{eV}\approx2500\) eV, out of reach of thermal activation. Reversal through nucleation and domain-wall motion avoids that cost, because only a small part of the grain has to cross the barrier at any one time, and it can proceed at fields below the uniform limit. Read the 320 meV as the height of the uniform energy surface per cell, not as the activation energy of a capacitor. The numerical output below lists the main values used here.

## Numbers as computed

```
U0 = 400 meV/cell; g = 3.0 meV/pm^2; c = 0.0020 meV/pm^4
k0 = -0.80 meV/pm^2; well stiffness k0+g = 2.20 meV/pm^2
P0 = 50 uC/cm2; cell volume = 0.13 nm^3
upper limits on r: g = 3.000, 4*U0*c/g = 1.067 meV/pm^2
k0 = +0.80, g = 3 meV/pm^2: minima, saddles, maxima = (2, 1, 0)
k0 = +0.02, g = 3 meV/pm^2: minima, saddles, maxima = (2, 1, 0)
k0 = -0.02, g = 3 meV/pm^2: minima, saddles, maxima = (2, 2, 1)
k0 = -0.80, g = 3 meV/pm^2: minima, saddles, maxima = (2, 2, 1)
k0 = -1.50, g = 3 meV/pm^2: minima, saddles, maxima = (4, 4, 1)
k0 = -1.30, g = 1 meV/pm^2: minima, saddles, maxima = (4, 4, 1)
split saddles at p = 0, Q = +-20.00 pm
saddle curvature along p = -400 meV; at origin = -1600 meV
saddle curvature along Q = 1.60 meV/pm^2
valley leaves Q = 0 at p = 0.516
barrier reduction = 80.0 meV/cell = 1.282e-20 J/cell
barrier = 320.0 meV/cell = 5.127e-20 J/cell
k0 = +0.8 meV/pm^2: barrier formula 400.0, grid 400.0 meV
k0 = +0.0 meV/pm^2: barrier formula 400.0, grid 400.0 meV
k0 = -0.4 meV/pm^2: barrier formula 380.0, grid 380.0 meV
k0 = -0.8 meV/pm^2: barrier formula 320.0, grid 320.0 meV
k0 = -1.0 meV/pm^2: barrier formula 275.0, grid 275.0 meV
c doubled to 0.0040 meV/pm^4: grid barrier = 360.0 meV
nonpolar minima, r = 1.5, g = 3 meV/pm^2: barrier = 155.2 meV
tilted wells, r = 1.3, g = 1 meV/pm^2: barrier = 205.1 meV
work E*P0*volume at 1 MV/cm = 40.6 meV/cell
uniform coercive field = 15.2 MV/cm
breakdown field, rough input = 5 MV/cm
case r = 1.8 meV/pm^2, c = 0.006 meV/pm^4, same U0 and g:
  transverse loss at p = 0.775, field = 12.2 MV/cm
T = 300 K: kT = 25.9 meV; one-cell free-energy reduction:
  classical 104.5, quantum 105.5 meV
T = 358 K: kT = 30.9 meV; one-cell free-energy reduction:
  classical 109.7, quantum 110.6 meV
mode mass, rough input = 64 u
transverse quantum in the well = 37.9 meV
reduction with zero-point energy, T = 0: 83.3 meV
tunnel splitting between +Q0 and -Q0 at p = 0: 5.5e-04 meV
polar displacement, rough input = 50 pm
tunnelling crossover temperature along p = 19 K
reduction with 10 percent sextic term = 73.4 meV
film 10 nm, interface layer 0.5 nm
permittivities: background 5, layer 25
depolarizing field = 1.12 MV/cm; energy = 22.7 meV/cell
barrier with depolarization = 297.6 meV/cell
cells in a (10 nm)^3 grain = 7692
uniform barrier of that grain = 2462 eV
```
